# Drift of ions limited by resonant charge exchange

Singly charged positive ions of mass $M$ move through their parent gas in a uniform, steady electric field $E$. Find their drift velocity when the dominant collision is resonant charge exchange,

$$
A^+_{\rm fast}+A_{\rm slow}\longrightarrow A_{\rm fast}+A^+_{\rm slow}.
$$

An electron passes from the slow atom to the fast ion. The two heavy particles keep their velocities, but the charge is now on the slow one.

The model is as follows. Charge exchange is the only collision process. Its cross-section $\sigma$ does not depend on speed, so with gas density $n$ the mean free path $\lambda=1/(n\sigma)$ is constant. The gas atoms are at rest until part (f), where their thermal motion is restored. The ion swarm is steady and uniform in space, and too dilute to alter the gas or the field. Velocities are positive along $E$, and the acceleration is

$$
a=\frac{eE}{M}.
$$

The drift velocity $v_d$ is the mean velocity of all ions present at one instant. In the steady state it is also the displacement of a charge over many successive flights, divided by the time taken. The atomic-scale jump of the charge during an exchange is neglected against $\lambda$.

## (a) What is the chance that a flight survives to speed $v$?

**Solution.** Every new ion was an atom at rest, so a flight starts with $v=0$. A time $t$ later,

$$
v=at,\qquad x=\frac{at^2}{2}=\frac{v^2}{2a}.
$$

All motion is along the field, and $v\ge 0$.

The chance of an exchange in a short path $dx$ is $dx/\lambda$. Since $dx=v\,dt$, the chance per unit time is $v/\lambda$, which grows during the flight. The probability $S$ that no exchange has yet occurred obeys

$$
\frac{dS}{dt}=-\frac{v}{\lambda}S,
\qquad\text{or}\qquad
\frac{dS}{dx}=-\frac{S}{\lambda}.
$$

With $S=1$ at the start,

$$
S=e^{-x/\lambda}=\exp\left(-\frac{v^2}{2a\lambda}\right).
$$

Flight lengths are therefore exponentially distributed with mean $\lambda$. Flight times are not exponentially distributed, because $S=\exp(-at^2/2\lambda)$.

## (b) What is the steady velocity distribution?

**Solution.** Let $f(v)\,dv$ be the fraction of ions with velocity between $v$ and $v+dv$. The field carries ions up the velocity axis with flux $af$. For $v>0$ no ions are created, so in the steady state the fall of this flux with $v$ equals the loss by exchange:

$$
a\frac{df}{dv}=-\frac{v}{\lambda}f.
$$

Separating variables and integrating from $0$ to $v$ gives

$$
\ln\frac{f(v)}{f(0)}=-\frac{1}{a\lambda}\int_0^v v'\,dv'=-\frac{v^2}{2a\lambda}.
$$

The value $f(0)$, taken just above zero velocity, follows from normalization. Using $\int_0^\infty e^{-v^2/2s^2}dv=s\sqrt{\pi/2}$ with $s^2=a\lambda$,

$$
1=f(0)\sqrt{\frac{\pi a\lambda}{2}},
\qquad
f(v)=\sqrt{\frac{2}{\pi a\lambda}}\exp\left(-\frac{v^2}{2a\lambda}\right),\quad v\ge0.
$$

The ions lost at all speeds must reappear at $v=0$. The total loss rate per ion is

$$
\int_0^\infty\frac{v}{\lambda}f\,dv
=\frac{f(0)}{\lambda}\int_0^\infty v\,e^{-v^2/2a\lambda}dv
=\frac{f(0)}{\lambda}\,a\lambda=af(0),
$$

which is the flux leaving $v=0$, so the balance closes.

The distribution is half of a Gaussian. It is not a thermal distribution displaced by $v_d$: its maximum is at zero velocity, and no ion moves against the field or across it.

## (c) Show that $v_d=\sqrt{2eE\lambda/(\pi M)}$.

**Solution.** The drift velocity is the mean of $v$ over $f$:

$$
v_d=\int_0^\infty vf\,dv
=\sqrt{\frac{2}{\pi a\lambda}}\int_0^\infty v\,e^{-v^2/2a\lambda}dv.
$$

With $y=v^2/(2a\lambda)$ one has $v\,dv=a\lambda\,dy$, so the last integral is $a\lambda\int_0^\infty e^{-y}dy=a\lambda$. Hence

$$
v_d=\sqrt{\frac{2}{\pi a\lambda}}\,a\lambda
=\sqrt{\frac{2a\lambda}{\pi}}
=\sqrt{\frac{2eE\lambda}{\pi M}}.
$$

The drift grows as $\sqrt E$, so the mobility $v_d/E$ falls as $E^{-1/2}$. A stronger field makes the ions faster, and faster ions cover their free path sooner. The collision rate rises with the field and takes back part of the gain.

## (d) Obtain the drift from single flights. Why must flights not be averaged with equal weight?

**Solution.** Over many flights, the total displacement divided by the total time tends to the mean flight length over the mean flight time. The mean length is $\lambda$. The mean time $\langle t\rangle$ is the integral of the survival probability:

$$
\langle t\rangle=\int_0^\infty e^{-at^2/2\lambda}dt=\sqrt{\frac{\pi\lambda}{2a}}.
$$

Therefore

$$
v_d=\frac{\lambda}{\langle t\rangle}
=\lambda\sqrt{\frac{2a}{\pi\lambda}}
=\sqrt{\frac{2a\lambda}{\pi}},
$$

in agreement with part (c).

Now consider one flight of duration $t$. Its own mean velocity is $x/t=at/2$. Averaging this over flights, each counted once, gives

$$
\frac{a\langle t\rangle}{2}
=\frac12\sqrt{\frac{\pi a\lambda}{2}}
=\frac{\pi}{4}\sqrt{\frac{2a\lambda}{\pi}}
=\frac{\pi}{4}v_d .
$$

This is about 21% below $v_d$. A short flight is slow and occupies little time, yet here it counts as much as a long one. An observer who looks at the swarm at one instant finds a flight in progress with a probability proportional to its duration. Weighting by duration gives

$$
\frac{\langle t\,(at/2)\rangle}{\langle t\rangle}
=\frac{a\langle t^2\rangle}{2\langle t\rangle}
=\frac{\langle x\rangle}{\langle t\rangle}=v_d .
$$

The mean speed just before exchange is $a\langle t\rangle=(\pi/2)v_d$.

The formula $v_d=a\langle t^2\rangle/(2\langle t\rangle)$ did not use the constant free path, so it also covers a second case: a constant collision rate $1/\tau$, with new ions again starting at rest. Then $S=e^{-t/\tau}$, and

$$
\langle t\rangle=\tau,\qquad
\langle t^2\rangle=\int_0^\infty t^2\,\frac{e^{-t/\tau}}{\tau}\,dt=2\tau^2,
\qquad v_d=a\tau .
$$

The drift is now proportional to $E$. If $\tau$ is set equal to the mean free time found above, this drift is $a\langle t\rangle$, larger than that of the constant-path model by the factor $\pi/2$. The mean free time alone does not fix the drift; the spread of the free times matters too. A collision rate that rises with speed cuts off the long flights, which would have carried the charge farthest.

## (e) Where does the energy supplied by the field go?

**Solution.** The mean square velocity follows by integrating by parts, with $v\,e^{-v^2/2a\lambda}=-a\lambda\,\dfrac{d}{dv}e^{-v^2/2a\lambda}$:

$$
\langle v^2\rangle=f(0)\int_0^\infty v\left(v\,e^{-v^2/2a\lambda}\right)dv
=a\lambda\,f(0)\int_0^\infty e^{-v^2/2a\lambda}dv=a\lambda .
$$

The boundary term vanishes at both ends, and the last step is the normalization of $f$. The mean energy of the ions present is thus

$$
\frac{M\langle v^2\rangle}{2}=\frac{Ma\lambda}{2}=\frac{eE\lambda}{2}.
$$

The part belonging to the drift is

$$
\frac{Mv_d^2}{2}=\frac M2\,\frac{2a\lambda}{\pi}=\frac{eE\lambda}{\pi},
$$

and the remainder is the spread of velocities along the field.

An ion that has travelled a distance $x$ has energy $eEx$. At exchange the mean of $x$ is $\lambda$, so the mean energy at exchange is $eE\lambda$, twice the mean energy of the ions present. The two averages answer different questions: one samples the swarm at an instant, the other samples exchange events, which favour fast ions.

The field supplies power $eEv_d$ per ion. Exchanges occur at the mean rate $1/\langle t\rangle=v_d/\lambda$, and each hands on average $eE\lambda$ to a fast neutral atom. The loss is $(v_d/\lambda)(eE\lambda)=eEv_d$, equal to the gain. In this model all the field energy given to the ions leaves as a stream of fast neutrals.

## (f) How does a small gas temperature change the drift?

**Solution.** Let the atoms have a Maxwellian distribution at temperature $T$, and define

$$
\theta=\frac{kT}{eE\lambda}.
$$

The strong-field condition is $\theta\ll1$. Measure speeds in $\sqrt{a\lambda}$ and times in $\sqrt{\lambda/a}$. Then $a=\lambda=1$, and each velocity component of an atom has variance $\theta$. The exchange rate is now the relative speed $g$ of ion and atom. Let $f(v)\,dv$ be the expected time per flight spent with velocity along the field in $dv$, so that $v_d=\int vf\,dv\big/\int f\,dv$. The correction is sought to first order in $\theta$.

*Collision rate.* The ion keeps the transverse velocity it had as an atom. The relative transverse velocity $q$ has two components, each of variance $2\theta$, so $\langle q^2\rangle=4\theta$. If $w$ is the atom's velocity along the field and $v\gg\sqrt\theta$,

$$
g\approx v-w+\frac{q^2}{2v},\qquad \langle g\rangle\approx v+\frac{2\theta}{v}.
$$

The balance $df/dv=-(v+2\theta/v)f$ has the solution

$$
f\propto v^{-2\theta}e^{-v^2/2}\approx(1-2\theta\ln v)\,e^{-v^2/2}.
$$

The constant in front cancels in $v_d$ to this order. The region $v\lesssim\sqrt\theta$, where the expansion of $g$ fails, has width of order $\sqrt\theta$, and the survival changes across it by an amount of order $\theta$. Its error in the integrals is therefore of order $\theta^{3/2}$: higher than first order, but larger than $\theta^2$.

*Starting velocity.* A flight that starts at $u$ instead of $0$ takes an extra time $-u$ and gains an extra displacement $\int_u^0v\,dv=-u^2/2$. To leading order $\langle u^2\rangle=\theta$. The mean of $u$ is not zero, because an ion of velocity $v$ meets atoms with weight $g\approx v-w$:

$$
\langle u\rangle_v=\frac{\langle(v-w)w\rangle}{v}=-\frac{\theta}{v}.
$$

Speeds at exchange are distributed as $v\,e^{-v^2/2}$, so the mean of $1/v$ is $\int_0^\infty e^{-v^2/2}dv=\sqrt{\pi/2}$, and $\langle u\rangle=-\theta\sqrt{\pi/2}$. New ions start, on average, slightly backwards.

*Collecting terms.* Define $K(p)=\int_0^\infty v^pe^{-v^2/2}dv=2^{(p-1)/2}\,\Gamma\!\left(\frac{p+1}{2}\right)$, so that $K(0)=\sqrt{\pi/2}$, $K(1)=1$, and a factor $\ln v$ in the integrand gives $K'(p)$. Then

$$
\int f\,dv=K(0)-2\theta K'(0)+\theta K(0),\qquad
\int vf\,dv=K(1)-2\theta K'(1)-\frac{\theta}{2}.
$$

Divide the second by the first, and the result by its cold-gas value $K(1)/K(0)$. To first order,

$$
\frac{v_d(\theta)}{v_d(0)}\approx1-\theta\left[\frac12+1+2\left(\frac{K'(1)}{K(1)}-\frac{K'(0)}{K(0)}\right)\right].
$$

With the digamma function $\psi=\Gamma'/\Gamma$, $K'/K=\frac12\ln2+\frac12\psi\!\left(\frac{p+1}{2}\right)$. The difference in round brackets is $\frac12[\psi(1)-\psi(\tfrac12)]$. From the integral form of the digamma function, with $t=r^2$,

$$
\psi(1)-\psi(\tfrac12)=\int_0^1\frac{t^{-1/2}-1}{1-t}\,dt
=\int_0^1\frac{2(1-r)}{1-r^2}\,dr=\int_0^1\frac{2\,dr}{1+r}=2\ln2 .
$$

The bracket difference is $\ln2$, and

$$
\frac{v_d(\theta)}{v_d(0)}\approx1-\left(\frac32+2\ln2\right)\theta\approx1-2.89\,\theta .
$$

Thermal motion lowers the drift, through more frequent collisions and through the starting velocities. The formula of part (c) is the leading term for $\theta\to0$.

## (g) Evaluate the drift for He⁺ in helium with $E=10$ kV/m, $\lambda=0.50$ mm and $T=300$ K.

**Solution.** Helium suits the model because moving one electron from the atom to the ion leaves the same two species, He⁺ and He. With both in their ground states, no internal energy is gained or lost, so the exchange is resonant. The field, free path and temperature are chosen round parameters; $\lambda$ is not a measured or computed property of helium. For orientation, the exchange cross-section of He⁺ in He is roughly $2\times10^{-19}$ m² at a few eV, so this $\lambda$ corresponds to $n\approx10^{22}$ m⁻³, about 40 Pa at 300 K, and $E/n\approx10^{-18}$ V m² (1000 Td). Such a reduced field is typical of the cathode region of a discharge, where electrons ionize the gas and the field is not uniform. The real cross-section also falls with speed, from roughly $3\times10^{-19}$ m² at 0.1 eV to below $2\times10^{-19}$ m² at 20 eV, so a constant $\lambda$ is only a first approximation.

The ion mass is $6.646\times10^{-27}$ kg, and the acceleration is $a=2.411\times10^{11}$ m/s². Then

$$
v_d=\sqrt{\frac{2(2.411\times10^{11})(0.50\times10^{-3})}{\pi}}\ \text{m/s}
\approx 8760\ \text{m/s}=8.76\ \text{km/s}.
$$

The mean free time is $\lambda/v_d=57.1$ ns. Direct integration of the survival equation gives the same drift. Doubling the field raises it to 12.39 km/s, a factor 1.414, as the square-root law requires. The equal-weight average over flights would be 6.88 km/s, and the mean speed just before exchange is 13.76 km/s.

A field of 10 kV/m over 0.50 mm is a potential drop of 5.0 V, so $eE\lambda=5.0$ eV. This is the mean energy passed to a fast atom. The ions present have a mean energy of 2.5 eV, of which 1.59 eV belongs to the drift.

The thermal energy is $kT=0.0259$ eV, so $\theta=0.0259/5.0=0.0052$, well inside the strong-field regime. The first-order result of part (f) predicts a drift ratio of $1-2.89\times0.0052=0.985$. A random simulation with a three-dimensional Maxwellian gas gives $0.9863\pm0.0005$, where the uncertainty is one standard error. The gap of about 0.001 from the first-order value is a few times $\theta^{3/2}=3.7\times10^{-4}$, the size of the neglected term. The cold-gas formula is thus 1.3 to 1.4% too high within this model, and the simulated drift is about 8.64 km/s.

For warmer gas or weaker fields the departure grows. At $\theta=0.1$ the simulated ratio is 0.827, while the first-order result gives 0.711. At $\theta=1$ the ratio is 0.413, and the cold-gas formula overestimates the drift by more than a factor of two. The first-order correction is useful when it is itself small; at $\theta=0.1$ the neglected higher orders are already substantial.

The same simulation with atoms at rest gives $1.0004\pm0.0005$ times the formula of part (c). It also tests the shape of the distribution. The predicted share of ions slower than $v_d$ is

$$
\int_0^{v_d}f\,dv=\operatorname{erf}\left(\frac{v_d}{\sqrt{2a\lambda}}\right)
=\operatorname{erf}\left(\frac{1}{\sqrt\pi}\right)=0.575,
$$

and the simulated share is 0.575. The remaining values are in the numerical output.

These checks concern the model, not its fit to real helium. Elastic scattering without exchange, inelastic collisions and the variation of the cross-section with speed are left out. The drift formula also needs a field that changes little over one free path, and a place at least a few free paths from where the ions enter: at a distance $x$ from the entrance, a fraction $e^{-x/\lambda}$ of the entering ions has not yet exchanged and still remembers its entry speed. In a plasma sheath the field rises from a small value at the plasma edge to a large one at the wall. If the sheath is only a few free paths thick, the relative change of the field within one free path is largest near the plasma edge, and there the local drift formula is least reliable.

## Calculated quantities

```
He+ in helium, chosen field and free path
field E = 10.0 kV/m
mean free path = 0.50 mm
gas temperature = 300 K
ion mass M = 6.64557e-27 kg
acceleration eE/M = 2.4109e+11 m/s^2
drift velocity, formula = 8760.2 m/s
drift velocity, flight integration = 8760.2 m/s
drift velocity in km/s = 8.760 km/s
mean free time = 57.08 ns
drift velocity at doubled field = 12388.8 m/s
ratio doubled/original field = 1.4142
equal-weight flight average = 6880.2 m/s
mean speed just before exchange = 13760.5 m/s
energy eE*lambda = 5.000 eV
mean energy of ions present = 2.500 eV
drift energy M v_d^2/2 = 1.592 eV
gas thermal energy kT = 0.02585 eV
theta = kT/(eE*lambda) = 0.00517
Simulation, cold gas (scaled units, dimensionless)
drift / formula = 1.0004 +- 0.0005
mean flight length / lambda = 1.0004
share of flights longer than lambda = 0.3684
share of ions slower than v_d, simulated = 0.5750
share slower than v_d, half-Gaussian = 0.5751
mean ion energy / (eE*lambda) = 0.5004
mean energy at exchange / (eE*lambda) = 1.0004
equal-weight average / v_d = 0.7855
speed before exchange / v_d = 1.5710
Simulation, thermal gas: drift / cold-gas formula (dimensionless)
theta = 0.00517: 0.9863 +- 0.0005
theta = 0.10000: 0.8273 +- 0.0006
theta = 1.00000: 0.4128 +- 0.0009
```
